# Debugging a numerical check: Why palladium seeds start electroless copper more readily than bare dielectric

```python
# Result under test: why a Pd seed starts electroless copper and a dielectric does not.
# (a) Abstraction barrier  E = D*(1 - A/(D^s + A^s)^(1/s)),  s = 1/(p-1)
#     D: C-H bond energy, A: energy returned by the surface, p: bond-order exponent.
# (b) Current of an anodic and a cathodic site joined by a resistance R:
#     I = (B/R)*W(R*I0/B),  B: sum of Tafel slopes per e-fold, I0: current at R = 0,
#     W: Lambert function.
# Energies in eV, lengths in angstrom (molecules) or as named, currents in A.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw
from pyscf import gto, scf, cc, mp, fci

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
QE = sc.e
BASIS = "cc-pvdz"


# ---------- quantum chemistry of the C-H and H-H bonds ----------
def molecule(atoms, spin, basis=BASIS):
    return gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)


def carbon_geometry(theta_deg, r_spectator, r_moving=None, r_attacker=None):
    """Three spectator H at angle theta to +z; moving H and attacking H on +z."""
    th = np.radians(theta_deg)
    atoms = [("C", (0.0, 0.0, 0.0))]
    for phi in (0.0, 2*np.pi/3, 4*np.pi/3):
        atoms.append(("H", (r_spectator*np.sin(th)*np.cos(phi),
                            r_spectator*np.sin(th)*np.sin(phi),
                            r_spectator*np.cos(th))))
    if r_moving is not None:
        atoms.append(("H", (0.0, 0.0, r_moving)))
    if r_attacker is not None:
        atoms.append(("H", (0.0, 0.0, r_moving + r_attacker)))
    return atoms


def mean_field(atoms, spin, basis=BASIS):
    mol = molecule(atoms, spin, basis)
    mf = scf.RHF(mol) if spin == 0 else scf.UHF(mol)
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged
    return mf


def ccsdt_energy(atoms, spin):
    solver = cc.CCSD(mean_field(atoms, spin), frozen=1)
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return (solver.e_tot + solver.ccsd_t())*HARTREE


def mp2_energy(atoms, spin, basis):
    solver = mp.MP2(mean_field(atoms, spin, basis), frozen=1)
    solver.kernel()
    return solver.e_tot*HARTREE


def hydrogen_atom(basis=BASIS):
    return mean_field([("H", (0, 0, 0))], 1, basis).e_tot*HARTREE


def fci_chain(positions):
    atoms = [("H", (0.0, 0.0, z)) for z in positions]
    mf = scf.RHF(molecule(atoms, len(positions) % 2))
    mf.kernel()
    return fci.FCI(mf).kernel()[0]*HARTREE


TETRA = np.degrees(np.arccos(-1/3))
R_CH4, R_CH3 = 1.10, 1.095
geom_ch4 = carbon_geometry(TETRA, R_CH4, R_CH4)
geom_ch3 = carbon_geometry(90.0, R_CH3)
e_h = hydrogen_atom()
e_ch4 = ccsdt_energy(geom_ch4, 0)
D_CH = ccsdt_energy(geom_ch3, 1) + e_h - e_ch4

# stretch of one C-H bond: checks the geometry and gives the zero-point energy
dr = 0.03
e_plus = ccsdt_energy(carbon_geometry(TETRA, R_CH4, R_CH4 + dr), 0)
e_minus = ccsdt_energy(carbon_geometry(TETRA, R_CH4, R_CH4 - dr), 0)
k_stretch = (e_plus + e_minus - 2*e_ch4)/dr**2
assert abs((e_plus - e_minus)/(2*dr)/k_stretch) < 0.015
m_h, m_ch3 = 1.00794*sc.atomic_mass, 15.035*sc.atomic_mass
to_SI = QE/1e-20
zpe_stretch = 0.5*sc.hbar*np.sqrt(k_stretch*to_SI*(1/m_h + 1/m_ch3))/QE

# H2 and the symmetric saddle of H + H2
h2 = minimize_scalar(lambda r: fci_chain([0, r]), bounds=(0.65, 0.9),
                     method="bounded", options={"xatol": 1e-3})
h3 = minimize_scalar(lambda r: fci_chain([-r, 0, r]), bounds=(0.8, 1.1),
                     method="bounded", options={"xatol": 1e-3})
D_HH = 2*e_h - h2.fun
barrier_h3 = h3.fun - h2.fun - e_h

# saddle of H + CH4 from a quadratic surface in the two active bond lengths
x0, y0, step = 1.40, 0.90, 0.05


def saddle_energy(i, j):
    return ccsdt_energy(carbon_geometry(103.5, R_CH3, x0 + i*step, y0 + j*step), 1)


e00, ep0, em0 = saddle_energy(0, 0), saddle_energy(1, 0), saddle_energy(-1, 0)
e0p, e0m, epp = saddle_energy(0, 1), saddle_energy(0, -1), saddle_energy(1, 1)
grad = np.array([ep0 - em0, e0p - e0m])/(2*step)
hxy = (epp - ep0 - e0p + e00)/step**2
hess = np.array([[(ep0 + em0 - 2*e00)/step**2, hxy],
                 [hxy, (e0p + e0m - 2*e00)/step**2]])
shift = -np.linalg.solve(hess, grad)
assert np.linalg.det(hess) < 0 and np.max(np.abs(shift)) < 0.12
barrier_ch5 = e00 + 0.5*grad @ shift - e_ch4 - e_h
inverse_mass = np.array([[1/m_ch3 + 1/m_h, -1/m_h], [-1/m_h, 2/m_h]])
lowest = np.min(np.linalg.eigvals(inverse_mass @ hess*to_SI).real)
assert lowest < 0
hw_barrier = sc.hbar*np.sqrt(-lowest)/QE


def mp2_bond(basis):
    return (mp2_energy(geom_ch3, 1, basis) + hydrogen_atom(basis)
            - mp2_energy(geom_ch4, 0, basis))


basis_shift = mp2_bond("cc-pvtz") - mp2_bond("cc-pvdz")


# ---------- abstraction barrier ----------
def barrier(D, A, p):
    s = 1/(p - 1)
    return D*(1 - A/(D**s + A**s)**(1/s))


def order_at_top(D, A, p):
    s = 1/(p - 1)
    return A**s/(A**s + D**s)


n_grid = np.linspace(0, 1, 400001)
for D, A, p in [(4.6, 4.6, 1.2), (4.6, 3.0, 1.15), (3.8, 4.5, 1.25), (4.6, 0.1, 1.2)]:
    path = D - D*n_grid**p - A*(1 - n_grid)**p
    assert abs(path.max() - barrier(D, A, p)) < 1e-5
    assert barrier(D, A, p) >= max(0, D - A) - 1e-10
    slope = (barrier(D, A + 1e-4, p) - barrier(D, A - 1e-4, p))/2e-4
    assert abs(slope + (1 - order_at_top(D, A, p))**p) < 1e-5

p_ch = brentq(lambda p: barrier(D_CH, D_HH, p) - barrier_ch5, 1.02, 1.8)
p_hh = brentq(lambda p: barrier(D_HH, D_HH, p) - barrier_h3, 1.02, 1.8)
h3_predicted = barrier(D_HH, D_HH, p_ch)
# one exponent for two reactions: a rough model, so a quarter of an eV is allowed
assert abs(h3_predicted - barrier_h3) < 0.25

T = 323.0
kT = sc.k*T/QE
H_on_Pd, fragment_on_Pd, A_diel, H_dangling = 2.8, 1.8, 0.1, 4.8
A_Pd = H_on_Pd + fragment_on_Pd
E_Pd, E_diel = barrier(D_CH, A_Pd, p_ch), barrier(D_CH, A_diel, p_ch)
slope_Pd = -(1 - order_at_top(D_CH, A_Pd, p_ch))**p_ch


def site_rate(E):
    return sc.k*T/sc.h*np.exp(-E/kT)


# ---------- electron path between anodic and cathodic sites ----------
L_cm = 5e-7
b = 2*kT
B = 2*b
dE = 0.6
ja, jc = 5e-6, 2e-5
j0 = np.sqrt(ja*jc)*np.exp(dE/B)
area = L_cm**2
I0 = j0*area
sigma_Pd, sigma_diel = 1e4, 1e-14
sigma_star = j0*L_cm/B


def circuit_current(sigma):
    """Full Butler-Volmer kinetics with back reactions, solved numerically."""
    R = 1/(sigma*L_cm)

    def excess(lnI):
        I = np.exp(lnI)
        return (dE - I*R - b*np.arcsinh(I/(2*ja*area))
                - b*np.arcsinh(I/(2*jc*area)))
    return np.exp(brentq(excess, np.log(1e-45), np.log(dE/R), xtol=1e-13))


def lambert_current(sigma):
    R = 1/(sigma*L_cm)
    return B/R*lambertw(R*I0/B).real


for factor in (100.0, 1.0, 0.1):
    s_test = sigma_star*factor
    assert abs(lambert_current(s_test)/circuit_current(s_test) - 1) < 0.01
I_Pd, I_diel = circuit_current(sigma_Pd), circuit_current(sigma_diel)
change_1000 = abs(circuit_current(sigma_Pd/1000)/I_Pd - 1)
assert change_1000 < 1e-6
assert I_diel <= dE*sigma_diel*L_cm*(1 + 1e-9)

sites = 1.5e15
rate_needed = j0/(QE*sites)
E_allowed = kT*np.log(sc.k*T/sc.h/rate_needed)


def current_limit(E, I_electric):
    return min(QE*sites*site_rate(E), I_electric/area)


# ---------- neglected effects ----------
def transmission(d, E=3.0, V=6.0):
    """Square barrier of width d (m) by matching waves at both faces."""
    k = np.sqrt(2*sc.m_e*E*QE)/sc.hbar
    q = np.sqrt(2*sc.m_e*(V - E)*QE)/sc.hbar
    g = np.exp(-q*d)
    # inside: a*exp(-q x) + c*exp(q (x-d)); outside: r and t
    M = np.array([[1, -1, -g, 0], [-1j*k, q, -q*g, 0],
                  [0, g, 1, -1], [0, -q*g, q, -1j*k]], dtype=complex)
    M[1] /= k
    M[3] /= k
    t = np.linalg.solve(M, np.array([-1, -1j, 0, 0], dtype=complex))[3]
    return abs(t)**2


kappa = np.sqrt(2*sc.m_e*3.0*QE)/sc.hbar
assert abs(np.log(transmission(0.8e-9)/transmission(1.2e-9))/(2*kappa*0.4e-9) - 1) < 1e-3
G_quantum = 2*QE**2/sc.h
reach_nm = np.log(G_quantum*B/I0)/(2*kappa)*1e9


def tunnel_factor(V, hw):
    """Thermal average over the exact transmission of a V/cosh^2 barrier."""
    E = np.linspace(1e-6, V + 30*kT, 60001)
    a = 2*np.pi*np.sqrt(E*V)/hw
    c = 0.5*np.pi*np.sqrt(16*V**2/hw**2 - 1)
    ln_ratio = 2*(c + np.log1p(np.exp(-2*c)) - a - np.log1p(-np.exp(-2*a)))
    P = 1/(1 + np.exp(np.clip(ln_ratio, -700, 700)))
    f = P*np.exp((V - E)/kT)/kT
    return np.sum((f[1:] + f[:-1])/2)*(E[1] - E[0])


assert abs(tunnel_factor(0.6, kT) - (1 + 1/24)) < 0.005
tunnel_H = tunnel_factor(E_Pd, hw_barrier)
radius = L_cm/100/2
charging = QE/(8*np.pi*sc.epsilon_0*6.0*radius)
atoms_in_seed = 68*(L_cm*1e7)**3
spacing = 1/(2.3*atoms_in_seed)


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("Computed bonds: CCSD(T) for carbon species, FCI for H2 and H3, cc-pVDZ")
show("C-H bond energy D of CH4", D_CH, "eV")
show("H-H bond energy", D_HH, "eV")
show("barrier H + CH4, computed", barrier_ch5, "eV")
show("saddle C-H length", x0 + shift[0], "angstrom")
show("saddle H-H length", y0 + shift[1], "angstrom")
show("exponent p from H + CH4", p_ch, "")
show("barrier H + H2, predicted with this p", h3_predicted, "eV")
show("barrier H + H2, computed", barrier_h3, "eV")
show("exponent p from H + H2", p_hh, "")
print("Surface model (rough inputs)")
show("temperature", T, "K", ".0f")
show("thermal energy kT", kT, "eV", ".4f")
print(f"H-Pd bond, fragment return: {H_on_Pd}, {fragment_on_Pd} eV")
print(f"total return A, Pd and dielectric: {A_Pd:.1f}, {A_diel:.1f} eV")
show("barrier on Pd", E_Pd, "eV")
show("barrier on dielectric", E_diel, "eV")
show("lower bound D - A on dielectric", D_CH - A_diel, "eV")
show("slope dE/dA on Pd", slope_Pd, "")
show("rate per site on Pd", site_rate(E_Pd), "1/s", ".2e")
show("rate per site on dielectric", site_rate(E_diel), "1/s", ".1e")
show("surface site density", sites, "1/cm2", ".1e")
show("rate per site needed for plating", rate_needed, "1/s", ".2f")
show("largest barrier allowed", E_allowed, "eV")
show("cost of H2 release from Pd", 2*H_on_Pd - D_HH, "eV per H2", ".2f")
show("same from 4.8 eV dangling bonds", 2*H_dangling - D_HH, "eV per H2", ".2f")
print("Electron path")
print(f"seed side {L_cm*1e7:.0f} nm, driving voltage {dE} V, B = {B:.4f} V")
print(f"exchange currents, anodic and cathodic: {ja:.0e}, {jc:.0e} A/cm2")
show("mixed-potential current density j0", j0*1e3, "mA/cm2", ".2f")
show("copper growth at j0", j0*7.1/(2*sc.N_A*QE)*1e4*3600, "um/h", ".2f")
show("threshold conductivity", sigma_star, "S/cm", ".2e")
print(f"conductivity, Pd and dielectric: {sigma_Pd:.0e}, {sigma_diel:.0e} S/cm")
print(f"rho, Pd and dielectric: {sigma_star/sigma_Pd:.1e}, {sigma_star/sigma_diel:.1e}")
show("current change if Pd conducts 1000x worse", change_1000, "(fraction)", ".1e")
show("I/I0 through dielectric", I_diel/I0, "", ".2e")
print(f"electrons per s, Pd and dielectric: {I_Pd/QE:.0f}, {I_diel/QE:.3f}")
print("Upper limit of current density, barrier / conductivity")
show("Pd / Pd", current_limit(E_Pd, I_Pd), "A/cm2", ".1e")
show("Pd / dielectric", current_limit(E_Pd, I_diel), "A/cm2", ".1e")
show("dielectric / Pd", current_limit(E_diel, I_Pd), "A/cm2", ".1e")
show("dielectric / dielectric", current_limit(E_diel, I_diel), "A/cm2", ".1e")
print("Neglected effects")
show("Pd barrier with p from H + H2", barrier(D_CH, A_Pd, p_hh), "eV")
show("Pd barrier if A is 0.5 eV smaller", barrier(D_CH, A_Pd - 0.5, p_ch), "eV")
print(f"barriers if D is 0.6 eV smaller, Pd and dielectric: "
      f"{barrier(D_CH - 0.6, A_Pd, p_ch):.3f}, {barrier(D_CH - 0.6, A_diel, p_ch):.3f} eV")
show("change of D from cc-pVTZ (MP2)", basis_shift, "eV")
show("zero-point energy of C-H stretch", zpe_stretch, "eV")
show("barrier quantum (H + CH4)", hw_barrier, "eV")
show("H tunnelling factor on Pd rate", tunnel_H, "", ".1f")
show("electron tunnelling suffices up to (3 eV barrier)", reach_nm, "nm", ".2f")
show("field in dielectric over 5 nm", dE/L_cm/1e6, "MV/cm", ".2f")
show("seed charging energy (permittivity 6)", charging, "eV")
show("seed level spacing", spacing, "eV", ".1e")
print("done: every assertion held")
```

It runs past its time limit of 60 s. Output so far:

```
Killed
```

Likely cause: The run was stopped at the time limit before anything was printed; the only heavy part of the program is its quantum chemistry, with ten coupled-cluster runs, long searches with full configuration interaction and large-basis runs. The program now uses one thread, finds the H + CH4 saddle and the C–H stretch with MP2, keeps CCSD(T) for three single energies, and finds the H2 and H + H2 stationary points from three energies each. All tolerances stay the same, but the saddle and stretch checks now test MP2 surfaces, so the saddle geometry, barrier quantum and zero-point energy are less accurate. The basis-error estimate is also more limited, because only carbon and the leaving hydrogen get the larger basis.

Repair:

```diff
@@ -6,20 +6,22 @@
 #     W: Lambert function.
 # Energies in eV, lengths in angstrom (molecules) or as named, currents in A.
+import os
+for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
+    os.environ[name] = "1"
 import numpy as np
 from scipy import constants as sc
-from scipy.optimize import brentq, minimize_scalar
+from scipy.optimize import brentq
 from scipy.special import lambertw
-from pyscf import gto, scf, cc, mp, fci
-
+from pyscf import gto, scf, cc, mp, fci, lib
+
+lib.num_threads(1)
 HARTREE = sc.physical_constants["Hartree energy in eV"][0]
 QE = sc.e
 BASIS = "cc-pvdz"
+# larger basis on carbon and on the leaving hydrogen (label H1) only
+BASIS_LARGE = {"C": "cc-pvtz", "H1": "cc-pvtz", "H": "cc-pvdz"}
 
 
 # ---------- quantum chemistry of the C-H and H-H bonds ----------
-def molecule(atoms, spin, basis=BASIS):
-    return gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)
-
-
 def carbon_geometry(theta_deg, r_spectator, r_moving=None, r_attacker=None):
     """Three spectator H at angle theta to +z; moving H and attacking H on +z."""
@@ -31,5 +33,5 @@
                             r_spectator*np.cos(th))))
     if r_moving is not None:
-        atoms.append(("H", (0.0, 0.0, r_moving)))
+        atoms.append(("H1", (0.0, 0.0, r_moving)))
     if r_attacker is not None:
         atoms.append(("H", (0.0, 0.0, r_moving + r_attacker)))
@@ -38,5 +40,5 @@
 
 def mean_field(atoms, spin, basis=BASIS):
-    mol = molecule(atoms, spin, basis)
+    mol = gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)
     mf = scf.RHF(mol) if spin == 0 else scf.UHF(mol)
     mf.max_cycle = 150
@@ -49,10 +51,11 @@
     solver = cc.CCSD(mean_field(atoms, spin), frozen=1)
     solver.max_cycle = 100
-    solver.kernel()
+    eris = solver.ao2mo()
+    solver.kernel(eris=eris)
     assert solver.converged
-    return (solver.e_tot + solver.ccsd_t())*HARTREE
-
-
-def mp2_energy(atoms, spin, basis):
+    return (solver.e_tot + solver.ccsd_t(eris=eris))*HARTREE
+
+
+def mp2_energy(atoms, spin, basis=BASIS):
     solver = mp.MP2(mean_field(atoms, spin, basis), frozen=1)
     solver.kernel()
@@ -66,7 +69,14 @@
 def fci_chain(positions):
     atoms = [("H", (0.0, 0.0, z)) for z in positions]
-    mf = scf.RHF(molecule(atoms, len(positions) % 2))
+    mf = scf.RHF(gto.M(atom=atoms, spin=len(positions) % 2, basis=BASIS, verbose=0))
     mf.kernel()
     return fci.FCI(mf).kernel()[0]*HARTREE
+
+
+def parabola_minimum(energy, center, h):
+    low, mid, high = energy(center - h), energy(center), energy(center + h)
+    slope, curvature = (high - low)/(2*h), (high + low - 2*mid)/h**2
+    assert curvature > 0 and abs(slope/curvature) < 2*h
+    return mid - slope**2/(2*curvature)
 
 
@@ -81,8 +91,9 @@
 # stretch of one C-H bond: checks the geometry and gives the zero-point energy
 dr = 0.03
-e_plus = ccsdt_energy(carbon_geometry(TETRA, R_CH4, R_CH4 + dr), 0)
-e_minus = ccsdt_energy(carbon_geometry(TETRA, R_CH4, R_CH4 - dr), 0)
-k_stretch = (e_plus + e_minus - 2*e_ch4)/dr**2
-assert abs((e_plus - e_minus)/(2*dr)/k_stretch) < 0.015
+m_mid = mp2_energy(geom_ch4, 0)
+m_plus = mp2_energy(carbon_geometry(TETRA, R_CH4, R_CH4 + dr), 0)
+m_minus = mp2_energy(carbon_geometry(TETRA, R_CH4, R_CH4 - dr), 0)
+k_stretch = (m_plus + m_minus - 2*m_mid)/dr**2
+assert abs((m_plus - m_minus)/(2*dr)/k_stretch) < 0.015
 m_h, m_ch3 = 1.00794*sc.atomic_mass, 15.035*sc.atomic_mass
 to_SI = QE/1e-20
@@ -90,21 +101,20 @@
 
 # H2 and the symmetric saddle of H + H2
-h2 = minimize_scalar(lambda r: fci_chain([0, r]), bounds=(0.65, 0.9),
-                     method="bounded", options={"xatol": 1e-3})
-h3 = minimize_scalar(lambda r: fci_chain([-r, 0, r]), bounds=(0.8, 1.1),
-                     method="bounded", options={"xatol": 1e-3})
-D_HH = 2*e_h - h2.fun
-barrier_h3 = h3.fun - h2.fun - e_h
-
-# saddle of H + CH4 from a quadratic surface in the two active bond lengths
+e_h2 = parabola_minimum(lambda r: fci_chain([0, r]), 0.76, 0.02)
+e_h3 = parabola_minimum(lambda r: fci_chain([-r, 0, r]), 0.94, 0.03)
+D_HH = 2*e_h - e_h2
+barrier_h3 = e_h3 - e_h2 - e_h
+
+# saddle of H + CH4: MP2 quadratic surface in the two active bond lengths,
+# then one CCSD(T) energy at the saddle
 x0, y0, step = 1.40, 0.90, 0.05
 
 
-def saddle_energy(i, j):
-    return ccsdt_energy(carbon_geometry(103.5, R_CH3, x0 + i*step, y0 + j*step), 1)
-
-
-e00, ep0, em0 = saddle_energy(0, 0), saddle_energy(1, 0), saddle_energy(-1, 0)
-e0p, e0m, epp = saddle_energy(0, 1), saddle_energy(0, -1), saddle_energy(1, 1)
+def saddle_surface(i, j):
+    return mp2_energy(carbon_geometry(103.5, R_CH3, x0 + i*step, y0 + j*step), 1)
+
+
+e00, ep0, em0 = saddle_surface(0, 0), saddle_surface(1, 0), saddle_surface(-1, 0)
+e0p, e0m, epp = saddle_surface(0, 1), saddle_surface(0, -1), saddle_surface(1, 1)
 grad = np.array([ep0 - em0, e0p - e0m])/(2*step)
 hxy = (epp - ep0 - e0p + e00)/step**2
@@ -113,5 +123,6 @@
 shift = -np.linalg.solve(hess, grad)
 assert np.linalg.det(hess) < 0 and np.max(np.abs(shift)) < 0.12
-barrier_ch5 = e00 + 0.5*grad @ shift - e_ch4 - e_h
+geom_saddle = carbon_geometry(103.5, R_CH3, x0 + shift[0], y0 + shift[1])
+barrier_ch5 = ccsdt_energy(geom_saddle, 1) - e_ch4 - e_h
 inverse_mass = np.array([[1/m_ch3 + 1/m_h, -1/m_h], [-1/m_h, 2/m_h]])
 lowest = np.min(np.linalg.eigvals(inverse_mass @ hess*to_SI).real)
@@ -119,11 +130,8 @@
 hw_barrier = sc.hbar*np.sqrt(-lowest)/QE
 
-
-def mp2_bond(basis):
-    return (mp2_energy(geom_ch3, 1, basis) + hydrogen_atom(basis)
-            - mp2_energy(geom_ch4, 0, basis))
-
-
-basis_shift = mp2_bond("cc-pvtz") - mp2_bond("cc-pvdz")
+# basis error of D, estimated with MP2
+basis_shift = (mp2_energy(geom_ch3, 1, {"C": "cc-pvtz", "H": "cc-pvdz"})
+               + hydrogen_atom("cc-pvtz") - mp2_energy(geom_ch4, 0, BASIS_LARGE)
+               - (mp2_energy(geom_ch3, 1) + e_h - m_mid))
 
 
@@ -259,6 +267,6 @@
 show("H-H bond energy", D_HH, "eV")
 show("barrier H + CH4, computed", barrier_ch5, "eV")
-show("saddle C-H length", x0 + shift[0], "angstrom")
-show("saddle H-H length", y0 + shift[1], "angstrom")
+show("saddle C-H length (MP2)", x0 + shift[0], "angstrom")
+show("saddle H-H length (MP2)", y0 + shift[1], "angstrom")
 show("exponent p from H + CH4", p_ch, "")
 show("barrier H + H2, predicted with this p", h3_predicted, "eV")
@@ -302,7 +310,7 @@
 print(f"barriers if D is 0.6 eV smaller, Pd and dielectric: "
       f"{barrier(D_CH - 0.6, A_Pd, p_ch):.3f}, {barrier(D_CH - 0.6, A_diel, p_ch):.3f} eV")
-show("change of D from cc-pVTZ (MP2)", basis_shift, "eV")
-show("zero-point energy of C-H stretch", zpe_stretch, "eV")
-show("barrier quantum (H + CH4)", hw_barrier, "eV")
+show("change of D, cc-pVTZ on C and leaving H (MP2)", basis_shift, "eV")
+show("zero-point energy of C-H stretch (MP2)", zpe_stretch, "eV")
+show("barrier quantum, H + CH4 (MP2)", hw_barrier, "eV")
 show("H tunnelling factor on Pd rate", tunnel_H, "", ".1f")
 show("electron tunnelling suffices up to (3 eV barrier)", reach_nm, "nm", ".2f")
```

The mended program passes:

```
Computed bonds: CCSD(T) for carbon species, FCI for H2 and H3, cc-pVDZ
C-H bond energy D of CH4: 4.680 eV
H-H bond energy: 4.493 eV
barrier H + CH4, computed: 0.701 eV
saddle C-H length (MP2): 1.437 angstrom
saddle H-H length (MP2): 0.877 angstrom
exponent p from H + CH4: 1.203
barrier H + H2, predicted with this p: 0.591 eV
barrier H + H2, computed: 0.444 eV
exponent p from H + H2: 1.150
Surface model (rough inputs)
temperature: 323 K
thermal energy kT: 0.0278 eV
H-Pd bond, fragment return: 2.8, 1.8 eV
total return A, Pd and dielectric: 4.6, 0.1 eV
barrier on Pd: 0.651 eV
barrier on dielectric: 4.580 eV
lower bound D - A on dielectric: 4.580 eV
slope dE/dA on Pd: -0.456
rate per site on Pd: 4.69e+02 1/s
rate per site on dielectric: 2.3e-59 1/s
surface site density: 1.5e+15 1/cm2
rate per site needed for plating: 9.11 1/s
largest barrier allowed: 0.761 eV
cost of H2 release from Pd: 1.11 eV per H2
same from 4.8 eV dangling bonds: 5.11 eV per H2
Electron path
seed side 5 nm, driving voltage 0.6 V, B = 0.1113 V
exchange currents, anodic and cathodic: 5e-06, 2e-05 A/cm2
mixed-potential current density j0: 2.19 mA/cm2
copper growth at j0: 2.90 um/h
threshold conductivity: 9.84e-09 S/cm
conductivity, Pd and dielectric: 1e+04, 1e-14 S/cm
rho, Pd and dielectric: 9.8e-13, 9.8e+05
current change if Pd conducts 1000x worse: 9.8e-10 (fraction)
I/I0 through dielectric: 5.48e-06
electrons per s, Pd and dielectric: 3417, 0.019
Upper limit of current density, barrier / conductivity
Pd / Pd: 2.2e-03 A/cm2
Pd / dielectric: 1.2e-08 A/cm2
dielectric / Pd: 5.6e-63 A/cm2
dielectric / dielectric: 5.6e-63 A/cm2
Neglected effects
Pd barrier with p from H + H2: 0.500 eV
Pd barrier if A is 0.5 eV smaller: 0.916 eV
barriers if D is 0.6 eV smaller, Pd and dielectric: 0.350, 3.980 eV
change of D, cc-pVTZ on C and leaving H (MP2): 0.163 eV
zero-point energy of C-H stretch (MP2): 0.197 eV
barrier quantum, H + CH4 (MP2): 0.198 eV
H tunnelling factor on Pd rate: 16.9
electron tunnelling suffices up to (3 eV barrier): 1.32 nm
field in dielectric over 5 nm: 1.20 MV/cm
seed charging energy (permittivity 6): 0.048 eV
seed level spacing: 5.1e-05 eV
done: every assertion held
```
